# Charge-transfer excitations in adiabatic semilocal and hybrid TDDFT at long range

**Q:** An electron leaves a molecule D and lands on a distant molecule A. Before we discuss any approximation, how should the excitation energy depend on their separation $R$?

**A:** Take D and A neutral and closed-shell, each with a centre of inversion, and measure $R$ between the centres. In Hartree atomic units two unit charges interact with energy $1/R$ (in Rydberg units it would be $2/R$). Removing an electron from D costs its ionization energy $I_D$, attaching it to A returns the affinity $A_A$, and the two ions then attract each other:

$$\Omega_{\rm true}=I_D-A_A-\frac1R+O(R^{-3}).$$

The inversion centres exclude charge-dipole terms of order $R^{-2}$. Charge-quadrupole terms begin at $R^{-3}$, and polarization of each ion by the other at $R^{-4}$.

**Q:** Now the approximate theory. I don't want to accept a response matrix on trust.

**A:** Let $c$ be the fraction of exact exchange and $w$ the electron repulsion. The rest of exchange and correlation is a semilocal potential $v_s[n]$. Adiabatic means that $v_s$ at time $t$ is the ground-state potential evaluated at the density of that same time. Each spatial orbital holds two electrons and obeys $i\partial_t\psi_i=F\psi_i$, where $F$ depends on the orbitals.

With real ground-state orbitals, $i,j$ occupied and $a,b$ empty, write a small oscillation as

$$\psi_i=e^{-i\varepsilon_it}\Big[\varphi_i+\sum_a\big(X_{ia}e^{-i\Omega t}+Y^*_{ia}e^{i\Omega t}\big)\varphi_a\Big].$$

Mixing among occupied orbitals is omitted because it leaves the density matrix unchanged. The part of the one-spin density matrix that varies as $e^{-i\Omega t}$ is

$$\delta\gamma(r,r')=\sum_{jb}\big[X_{jb}\varphi_b(r)\varphi_j(r')+Y_{jb}\varphi_j(r)\varphi_b(r')\big].$$

Both spins move together in a singlet, so $\delta n=2\sum_{jb}(X_{jb}+Y_{jb})\varphi_j\varphi_b$. The operator changes by the Hartree potential of $\delta n$, by $f_s\,\delta n$ with $f_s=\delta v_s/\delta n$, and by the exchange operator $-c\,w(r,r')\,\delta\gamma(r,r')$. Call the sum $\delta F$.

Projecting the equation of motion on $\varphi_a$ and collecting $e^{-i\Omega t}$ gives the first relation below. Collecting $e^{i\Omega t}$ and taking the complex conjugate gives the second:

$$\Omega X_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}+\langle a|\delta F|i\rangle,$$
$$-\Omega Y_{ia}=(\varepsilon_a-\varepsilon_i)Y_{ia}+\langle i|\delta F|a\rangle.$$

Insert $\delta F$, with $(pq|rs)=\iint\varphi_p\varphi_q(r)\,w\,\varphi_r\varphi_s(r')$. The result is $AX+BY=\Omega X$ and $BX+AY=-\Omega Y$, where

$$A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f_s|jb)-c(ij|ab),$$
$$B_{ia,jb}=2(ia|jb)+2(ia|f_s|jb)-c(ib|ja).$$

Adding and subtracting the two equations gives $(A+B)(X+Y)=\Omega(X-Y)$ and $(A-B)(X-Y)=\Omega(X+Y)$. Hence $\Omega^2$ is an eigenvalue of $(A-B)(A+B)$.

**Q:** Set $c=0$. What happens when $i$ sits on D and $a$ on A?

**A:** Every remaining coupling in that row contains the product $\varphi_i\varphi_a$, which is exponentially small everywhere. The Hartree element $(ia|jb)$ is at most $\int|\varphi_i\varphi_a|$ times the largest value of the potential produced by $\varphi_j\varphi_b$, and that value is finite.

**Q:** The kernel is less innocent. It can diverge where the density vanishes, and between the molecules the density does vanish.

**A:** That requires an assumption. Let the kernel be local, with $|f_s|\le Cn^{-p}$ and $p<1$. Because $n\ge2\varphi_i^2$ and $n\ge2\varphi_j^2$, we have $n^{-p}\le2^{-p}|\varphi_i|^{-p}|\varphi_j|^{-p}$, and therefore

$$|(ia|f_s|jb)|\le 2^{-p}C\int|\varphi_i|^{1-p}|\varphi_a|\,|\varphi_j|^{1-p}|\varphi_b|.$$

The factor $|\varphi_i|^{1-p}|\varphi_a|$ is still exponentially small, since a positive power of $\varphi_i$ survives. LDA exchange in three dimensions has $v_x\propto n^{1/3}$, so $f_x\propto n^{-2/3}$ and $p=2/3$. For kernels with density gradients I assume an analogous bound. In an exponential density tail PBE exchange satisfies it, but B88 exchange does not: its kernel grows as $n^{-1}$ up to a logarithm, so this argument does not cover it.

For $c=0$ the matrix $A-B$ is diagonal and contains the gaps. Write $\Delta=\varepsilon_a-\varepsilon_i$ and $K=2(ia|w+f_s|ia)$. The symmetric matrix $(A-B)^{1/2}(A+B)(A-B)^{1/2}$ has the diagonal element $\Delta^2+2\Delta K$ and exponentially small couplings to the rest of its row. So $\Omega^2=\Delta^2$ up to exponentially small terms, and

$$\Omega=\varepsilon_a-\varepsilon_i\qquad(c=0,\ R\to\infty).$$

**Q:** Perhaps the $-1/R$ is already hidden in $\varepsilon_a$.

**A:** The acceptor orbital sees a ground-state donor with nuclear charge $Z$ and $Z$ electrons. Their contributions $-Z/R$ and $+Z/R$ cancel. Near an acceptor with electrons of its own, $v_s$ is set by the local density and its gradients, to which the donor adds only an exponentially small part. For the empty acceptor in the model below, the LDA potential of the donor's density tail is itself exponentially small. With $c>0$ the donor's exchange operator acting on $\varphi_a$ contains $\varphi_j\varphi_a$ and is exponentially small as well. Quadrupoles can leave a term of order $R^{-3}$. The gap therefore has no $1/R$ term for any $c$, and semilocal response misses the attraction.

**Q:** That is algebra. Physically, an electron has left D, so there is a hole. Why doesn't the electron notice it?

**A:** Consider a donor of charge 2 with one doubly occupied orbital $\varphi$. Exact exchange acting on this orbital cancels a fraction $c$ of one electron's Hartree potential, so

$$i\partial_t\psi=\big[h+(2-c)\,u[|\psi|^2]+v_s(2|\psi|^2)\big]\psi,$$

where $h$ is the one-electron Hamiltonian and $u[\rho]$ is the potential of the charge density $\rho$. Put $\psi=e^{-i\varepsilon_it}(\varphi+\xi+i\eta)$ with real, small $\xi$ and $\eta$. To first order $|\psi|^2=\varphi^2+2\varphi\xi$. With $M=h+(2-c)u[\varphi^2]+v_s(2\varphi^2)-\varepsilon_i$, the real and imaginary parts give

$$\dot\xi=M\eta,\qquad \dot\eta=-M\xi-\varphi\,\delta v,$$
$$\delta v=(2-c)\,u[2\varphi\xi]+4f_s\varphi\xi.$$

If $\xi$ lives on the acceptor, $\varphi\,\delta v$ is exponentially small and $\Omega$ is an eigenvalue of $M$. The potential of the donor in $M$, seen from the acceptor, is

$$-\frac2R+\frac{2-c}{R}=-\frac cR .$$

For $c=0$ the departing electron is still repelled by two electrons, one of which is itself. This is a self-interaction error. The transferred charge $\xi^2+\eta^2$ is of second order, so linear response leaves the donor's Hartree potential unchanged and the hole never appears in it. Exact exchange removes the self-repulsion in proportion to $c$.

**Q:** Does the same $-c/R$ come out of the matrix, where there may be many orbitals?

**A:** Yes, from the diagonal element $-c(ii|aa)$. It contains the densities $\varphi_i^2$ and $\varphi_a^2$, each of unit charge, and no overlap between the molecules. Hence $(ii|aa)=1/R+O(R^{-3})$, where the dipole terms vanish by inversion symmetry.

The other exchange couplings need checking:

- $(ii|ab)$ with $a\ne b$ on A couples a charge to a transition density of zero total charge. It is at most of order $R^{-2}$, and $(ij|aa)$ behaves likewise. They shift the energy in second order, by $O(R^{-4})$.
- $(ij|ab)$ with both pairs different couples two dipoles and is $O(R^{-3})$. So is $(ib|ja)$ in $B$ when $j$ is on A and $b$ on D. Their second-order effect is $O(R^{-6})$.

These estimates need a bound acceptor level $a$ and finite energy distances to the other excitations. Both $A-B$ and $A+B$ then have the diagonal element $\Delta-c(ii|aa)$, so

$$\Omega=\varepsilon_a-\varepsilon_i-\frac cR+O(R^{-3}).$$

The eigenvalues here are those of the hybrid itself, and they also change with $c$.

**Q:** I would like to see this in a case where the true answer is known.

**A:** A one-dimensional model allows that. Let $w(x)=1/\sqrt{x^2+1}$, which tends to $1/|x|$. The donor potential is $-2w(x)$ and binds two electrons. The acceptor is an empty neutral well $-\kappa^2\,\mathrm{sech}^2[\kappa(x-R)]$ with $\kappa=0.8$. Its bound state $\phi=\mathrm{sech}[\kappa(x-R)]$ satisfies $\phi''=\kappa^2(1-2\,\mathrm{sech}^2[\kappa(x-R)])\phi$, so its energy is $-\kappa^2/2=-0.32$ hartree. With no electrons on A, this level equals $-A_A$. A real acceptor would add a level error of its own.

I use exchange without correlation, $v_s=(1-c)v_x$. The uniform gas has the density matrix $\gamma(u)=2\sin(\pi nu/2)/(\pi u)$ and the exchange energy per length $-\frac14\int\gamma^2w\,du$. Two derivatives with respect to $n$ give

$$v_x=-\frac1{2\pi}\int\frac{\sin(\pi nu)}{u}\,w\,du,$$
$$f_x=-\frac12\int\cos(\pi nu)\,w\,du=-K_0(\pi n),$$

with $K_0$ the modified Bessel function. It diverges logarithmically at low density, more weakly than any inverse power, so the kernel bound holds.

The reference is the lowest charge-transfer singlet of the interacting two-electron Hamiltonian on the same grid. The donor has $I_D=0.7548$ hartree. At $R=10$ bohr the asymptotic formula gives $0.7548-0.3200-0.1000=0.3348$ hartree, and the interacting result is $0.3342$.

**Q:** And LDA?

**A:** At $R=10$ both the gap and $\Omega$ are $0.14946$ hartree, and they differ by about $2\times10^{-6}$. At $R=30$ both are $0.14742$. The small drift comes from the gap. A neutral donor with mean square width $\sigma_D^2$ per electron acts on the acceptor through

$$-2w(R)+2\langle w(R-y)\rangle\approx\langle y^2\rangle w''(R)\approx\frac{2\sigma_D^2}{R^3}.$$

The kernel elements for LDA are, in hartree:

| $R$ (bohr) | $2(ia\vert w\vert ia)$ | $2(ia\vert f_x\vert ia)$ |
|---|---|---|
| 8 | $2.9\times10^{-4}$ | $-3.2\times10^{-4}$ |
| 12 | $4.4\times10^{-7}$ | $-4.5\times10^{-7}$ |
| 16 | $7.0\times10^{-10}$ | $-6.3\times10^{-10}$ |

The acceptor orbital falls off as $e^{-\kappa R}$, more slowly than the donor orbital, so the elements should shrink by about $e^{-2\kappa\cdot4}=e^{-6.4}\approx0.0017$ per 4 bohr. The Hartree elements shrink by factors of 0.0015 and 0.0016. With the orbitals held fixed, the exchange element at $R=16$ would have to be $10^8$ times larger to have the size of $1/R$. A kernel that supplies the attraction must therefore grow with $R$ fast enough to offset the exponential decay of $(\varphi_i\varphi_a)^2$. The bound above lets $f_s$ grow where $n$ is small, but not that fast.

**Q:** Does the exchange fraction show up cleanly?

**A:** For $c=0.25$ and $R=10$ the gap is $0.21949$ and $\Omega=0.19401$ hartree. Their difference times $R$ is $0.2548$, and at $R=30$ it is $0.2505$. The excess over $0.25$ is mainly the next term of $(ii|aa)$. With $y$ the sum of the two position fluctuations, $\langle y\rangle=0$ and $\langle y^2\rangle=\sigma_i^2+\sigma_a^2$, so

$$(ii|aa)=\Big\langle\frac1{R+y}-\frac1{2(R+y)^3}\Big\rangle+\dots=\frac1R+\frac{\sigma_i^2+\sigma_a^2-\frac12}{R^3}+\dots$$

At $R=10$ this series gives $0.10174$ hartree and the integral itself $0.10182$.

One can also ignore the eigenvalues and extract the coefficient of $-1/R$ from $\Omega$ at 20 and 30 bohr:

| $c$ | coefficient | $\Omega$ at $R=10$ (eV) | error (eV) |
|---|---|---|---|
| 0 | $-0.010$ | 4.07 | $-5.03$ |
| 0.25 | 0.242 | 5.28 | $-3.82$ |
| 0.5 | 0.495 | 6.50 | $-2.59$ |
| 1 | 1.000 | 8.98 | $-0.11$ |

The errors are relative to the interacting value, 9.09 eV, whose own coefficient is 1.002. For $c\le0.5$ the $R^{-3}$ terms account for coefficients slightly below $c$, including the negative one for LDA. At $c=1$ they nearly cancel, and the $R^{-4}$ shift is of comparable size. The tests require agreement with $c$ within 0.02. A separate test linearizes the time-dependent equation for $\psi$ numerically. It reproduces the matrix result at $R=10$ within $10^{-8}$ hartree for all four fractions.

**Q:** Something is odd. Omitting an attraction should make the energy too high, yet LDA is 5 eV too low.

**A:** There are two errors of opposite sign. The missing attraction raises $\Omega$ by 2.72 eV at $R=10$. The LDA HOMO of the isolated donor lies at $-0.467$ hartree instead of $-I_D=-0.755$, which lowers the gap by 7.82 eV. Together they give $2.72-7.82=-5.10$ eV, and terms of order $R^{-3}$ and higher bring this to $-5.03$ eV: the LDA gap lies $0.0021$ hartree above its limit $0.14735$, and the interacting energy lies $0.0006$ hartree below $I_D-A_A-1/R$. As $R$ grows the compensation fades and the error tends to $-7.82$ eV. An energy that happens to be right at one distance would thus be no evidence of the right dependence on $R$.

The same bookkeeping explains the modest gain at $c=0.25$. The gap at $R=10$ rises by $0.21949-0.14946=0.0700$ hartree, the restored attraction takes back $0.0255$, and the net gain is $0.0445$ hartree, or 1.21 eV. At $c=1$ the full attraction is present and the HOMO, $-0.7503$ hartree, is close to $-I_D$. The remaining 0.0046 hartree, or 0.12 eV, accounts for the error of 0.11 eV to within about 0.01 eV.

**Q:** Must I then use 100 % exact exchange at all distances to get $-1/R$?

**A:** The derivation asks for it at large distance. In three dimensions, let the exchange operator use the interaction $[\alpha+\beta\,\mathrm{erf}(\mu r)]/r$ in place of $c/r$, with a semilocal functional for the remainder. The diagonal element becomes

$$-\iint\varphi_i^2(r)\,\frac{\alpha+\beta\,\mathrm{erf}(\mu|r-r'|)}{|r-r'|}\,\varphi_a^2(r')\;\to\;-\frac{\alpha+\beta}R\qquad(\mu R\gg1),$$

because $\mathrm{erf}(\mu R)\to1$. The condition is $\alpha+\beta=1$, while the short-range fraction $\alpha$ remains free. This holds for two molecules in vacuum; in a solvent or a solid the attraction of the ions is screened to about $1/(\epsilon R)$, and the condition does not carry over unchanged. If exact exchange is confined to short range, $\beta=-\alpha$ and the attraction is lost again. This case follows from the formula and was not computed here. The constant part of the energy still depends on how well $-\varepsilon_i$ and $-\varepsilon_a$ reproduce $I_D$ and $A_A$.

**Q:** Where does the whole argument stop applying?

**A:** At short distance $\varphi_i\varphi_a$ is no longer small, and the kernel contributes. If another charge-transfer excitation lies at nearly the same energy, the couplings $(ii|ab)$, $(ij|aa)$ and $(ij|ab)$ can mix the states for $c>0$, and the second-order estimates fail. Every element that couples to a local excitation contains a product of a D orbital and an A orbital, so at large $R$ such states mix only within an exponentially narrow energy window. If the approximate HOMO of D lies above the LUMO of A, the ground state itself transfers charge and the neutral starting point is lost. For $c>0$ this happens earlier, once the gap falls below about $c/R$, because $\varepsilon_a-\varepsilon_i-c/R$ is then negative and the spin-restricted neutral state is unstable. A spin-unrestricted state with one whole electron moved gains orbital relaxation and can become lower even before that. In the model LDA keeps the right order, with 0.147 hartree between the levels at large $R$, whereas the true cost of the transfer there is $I_D-A_A=0.435$ hartree. The numerical output lists the values for all distances and fractions.

## Values computed for the example and the checks

```
acceptor kappa = 0.8 1/bohr, grid step = 0.4 bohr
LDA v_x(n=0.5): numeric -0.4485, formula -0.4485 Ha
LDA f_x(n=0.5): numeric -0.1952, formula -0.1951 Ha bohr
donor: E(2 electrons) = -2.23826 Ha, E(1) = -1.48344 Ha
I = 0.75482 Ha, A = 0.32000 Ha
I - A = 0.43482 Ha
isolated donor, c=0.00: HOMO = -0.46735 Ha
isolated donor, c=0.25: HOMO = -0.53739 Ha
isolated donor, c=0.50: HOMO = -0.60790 Ha
isolated donor, c=1.00: HOMO = -0.75025 Ha
pair: gap and Omega in Ha; last column R*(gap-Omega) in Ha bohr
c=0.00 R=10: 0.14946 0.14946 0.00002
c=0.00 R=20: 0.14759 0.14759 -0.00000
c=0.00 R=30: 0.14742 0.14742 0.00000
  (ii|aa) = 0.101817, 1/R = 0.100000, series 0.101738 Ha
c=0.25 R=10: 0.21949 0.19401 0.25479
  (ii|aa) = 0.050220, 1/R = 0.050000, series 0.050217 Ha
c=0.25 R=20: 0.21764 0.20508 0.25113
  (ii|aa) = 0.033398, 1/R = 0.033333, series 0.033398 Ha
c=0.25 R=30: 0.21747 0.20912 0.25049
c=0.50 R=10: 0.28998 0.23897 0.51009
c=0.50 R=20: 0.28814 0.26302 0.50231
c=0.50 R=30: 0.28797 0.27127 0.50100
c=1.00 R=10: 0.43229 0.33006 1.02237
c=1.00 R=20: 0.43049 0.38025 1.00480
c=1.00 R=30: 0.43032 0.39692 1.00205
max |Omega - linearized equation| at R=10: 6.0e-09 Ha
c=0 kernel elements 2(ia|w|ia), 2(ia|f_x|ia) in Ha
R=8: 2.92e-04, -3.19e-04; (1/R)/|f_x part| = 3.9e+02
R=12: 4.40e-07, -4.46e-07; (1/R)/|f_x part| = 1.9e+05
R=16: 7.00e-10, -6.30e-10; (1/R)/|f_x part| = 9.9e+07
interacting R=10: 0.33421 Ha, I-A-1/R = 0.33482 Ha
interacting R=20: 0.38478 Ha, I-A-1/R = 0.38482 Ha
interacting R=30: 0.40148 Ha, I-A-1/R = 0.40149 Ha
1/R coefficient from R=20,30, c=0.00: -0.0104 Ha bohr
1/R coefficient from R=20,30, c=0.25: 0.2421 Ha bohr
1/R coefficient from R=20,30, c=0.50: 0.4947 Ha bohr
1/R coefficient from R=20,30, c=1.00: 1.0002 Ha bohr
1/R coefficient, interacting: 1.0019 Ha bohr
R=10: interacting 9.094 eV, 1/R = 2.721 eV
R=10, c=0.00: Omega = 4.067 eV, error -5.027 eV
R=10, c=0.25: Omega = 5.279 eV, error -3.815 eV
R=10, c=0.50: Omega = 6.503 eV, error -2.592 eV
R=10, c=1.00: Omega = 8.981 eV, error -0.113 eV
LDA HOMO too high by 7.823 eV
```
